Reflectivity fringes in solid-phase epitaxy: one per λ/(2n) of amorphous film

Let an amorphous film of thickness d lie on a thick crystal of the same substance. Light of vacuum wavelength λ arrives from air at normal incidence. The coordinate z points into the sample, the film surface is at z = 0, and the buried interface between film and crystal is at z = d. The refractive indices are 1 for air, N₁ = n₁ + i k₁ for the film and N₂ = n₂ + i k₂ for the crystal. Fields vary in time as exp(−iωt), so a wave travelling towards positive z in the film is exp(i k₀N₁z), with k₀ = 2π/λ, and a positive k₁ makes it decay. The reflectivity R is the reflected fraction of the incident power.

In solid-phase epitaxy the heated film crystallizes from the buried interface upwards. The interface stays flat and moves towards the surface, so d shrinks with time. The indices are taken as uniform and constant, and the crystal as thick enough that no light returns from its back. The interface moves so slowly compared with light that the fields at each instant are those of a film at rest with the current d.

The length to be found is the thickness of amorphous material consumed during one oscillation of R. It will turn out to be

Λ = λ/(2n₁).

For a transparent film this is an exact period. For an absorbing film it is the thickness over which the phase of the buried reflection turns once, and the spacing of like extrema approaches it as the film gets thicker.

In each region the field obeys E″ + k₀²N²E = 0. With unit incident amplitude the solutions are

air: E = exp(i k₀z) + r exp(−i k₀z)
film: E = A exp(i k₀N₁z) + B exp(−i k₀N₁z)
crystal: E = C exp[i k₀N₂(z − d)].

The crystal has no returning wave, because its back sends nothing. The tangential electric and magnetic fields are continuous, and in a non-magnetic material the magnetic field is proportional to E′. Both E and E′ are therefore continuous at each boundary.

Put φ = k₀N₁d. At z = d the two conditions are

A exp(iφ) + B exp(−iφ) = C
N₁[A exp(iφ) − B exp(−iφ)] = N₂C.

Inserting C from the first line into the second and collecting terms gives

(N₁ − N₂) A exp(iφ) = (N₁ + N₂) B exp(−iφ).

The ratio of the upward to the downward wave, taken just below the surface, is therefore

w ≡ B/A = r₁₂ exp(2i k₀N₁d), r₁₂ = (N₁ − N₂)/(N₁ + N₂).

The factor 2 in the exponent comes from the path down to the interface and back. At z = 0 the conditions are

1 + r = A(1 + w)
1 − r = N₁A(1 − w).

Dividing the second by the first removes A:

(1 − r)/(1 + r) = N₁(1 − w)/(1 + w).

Solving for r and grouping the terms with and without w,

r = [(1 + w) − N₁(1 − w)]/[(1 + w) + N₁(1 − w)]
 = [(1 − N₁) + (1 + N₁)w]/[(1 + N₁) + (1 − N₁)w].

Division of top and bottom by 1 + N₁ gives

r = (r₀₁ + w)/(1 + r₀₁w), r₀₁ = (1 − N₁)/(1 + N₁), R = |r|².

Here r₀₁ is the reflection from the surface alone. The denominator accounts for light that bounces repeatedly inside the film. Since r was found from the full boundary conditions, every such bounce is included.

The thickness enters r through w and nowhere else. Let d increase by Λ = λ/(2n₁). Since k₀Λ = π/n₁, the exponent in w changes by

2i k₀N₁Λ = 2i(n₁ + i k₁)π/n₁ = 2πi − 2πk₁/n₁.

Because exp(2πi) = 1,

w(d + Λ) = q w(d), q = exp(−2πk₁/n₁).

The phase has made one full turn, whatever the phases of r₀₁ and r₁₂. Those phases are constant and decide where the oscillation starts, not how long it is. The real part of the film index sets the length because the optical path down and back is 2n₁d, which changes by one wavelength when d changes by λ/(2n₁). The imaginary part changes the size of w.

Consider first a transparent film, k₁ = 0. Then q = 1, w repeats after Λ, and R(d + Λ) = R(d). The crystal may still absorb, since this affects the constant r₁₂ alone. To see that each period holds a single maximum and a single minimum, write a = r₀₁, which is now real, and w = b exp(iψ), with

b = |r₁₂|, ψ = 4πn₁d/λ + arg r₁₂, c = cos ψ.

Then |a + w|² = a² + b² + 2abc and |1 + aw|² = 1 + a²b² + 2abc, so

R = (a² + b² + 2abc)/(1 + a²b² + 2abc).

Call the numerator M and the denominator D. Both have the derivative 2ab with respect to c, and the quotient rule gives

dR/dc = 2ab(D − M)/D².

The difference D − M = 1 + a²b² − a² − b² factors, so that

dR/dc = 2ab(1 − a²)(1 − b²)/D².

For positive n₁ and n₂ both a² and b² are below 1. For a² this follows from (n₁ + 1)² > (n₁ − 1)². For b² it follows from |N₁ + N₂|² − |N₁ − N₂|² = 4n₁n₂ > 0. Provided neither a nor b is zero, dR/dc thus has one fixed sign. Since dR/dψ = −sin ψ dR/dc, R has its extrema at ψ = mπ, with m an integer, and these are alternately maxima and minima. One turn of ψ contains one of each, so no shorter period is possible.

If the two indices are equal, b = 0 and the fringes vanish: a moving boundary that reflects nothing cannot be seen this way. The contrast between N₁ and N₂ is needed for a signal, but it does not enter Λ.

The two ends of the oscillation are simple when both indices are real and n₁ > n₂ > 1. Then a < 0, r₁₂ = b > 0 and ψ = 0 at d = 0. Because ab is negative, R falls as c rises, and c = 1 is the minimum. There w = r₁₂, and multiplying top and bottom of r by (1 + n₁)(n₁ + n₂) gives

numerator: (1 − n₁)(n₁ + n₂) + (n₁ − n₂)(1 + n₁) = 2n₁(1 − n₂)
denominator: (1 + n₁)(n₁ + n₂) + (1 − n₁)(n₁ − n₂) = 2n₁(1 + n₂).

The minimum is therefore the reflectivity of the bare crystal,

R_min = [(n₂ − 1)/(n₂ + 1)]².

At c = −1 we have w = −r₁₂. The second product in each line changes sign, the numerator becomes 2(n₂ − n₁²), the denominator becomes 2(n₂ + n₁²), and

R_max = [(n₁² − n₂)/(n₁² + n₂)]².

For n₁ = 4.8 and n₂ = 4.1 these limits are 0.3695 and 0.4870. If instead n₂ > n₁ > 1, r₁₂ is negative, ψ starts at π, and the bare crystal marks the maximum.

Now let the film absorb. Each period multiplies w by q < 1, so R is no longer periodic. It can be expanded when |w| is small, which holds for weak index contrast or for a thick film. From 1/(1 + r₀₁w) = 1 − r₀₁w + O(w²),

r = r₀₁ + w − r₀₁²w + O(w²) = r₀₁ + (1 − r₀₁²)w + O(w²).

Taking the squared modulus and keeping the term linear in w,

R = |r₀₁|² + 2 Re[r₀₁*(1 − r₀₁²)w] + O(|w|²),

where the star denotes the complex conjugate. The linear term is the interference of two beams: one reflected at the surface, and one that enters the film, reflects once at the buried interface and leaves. The factor 1 − r₀₁² is the product of the transmission amplitudes into and out of the film.

Define

κ = 4πn₁/λ, α = 4πk₁/λ, r₀₁*(1 − r₀₁²)r₁₂ = G exp(iδ), G > 0.

Since 2i k₀N₁ = iκ − α, the reflectivity to first order is

R ≈ |r₀₁|² + 2G exp(−αd) cos θ, θ = κd + δ.

The oscillation dies away around the reflectivity of a very thick amorphous film. Setting the derivative with respect to d to zero gives −α cos θ − κ sin θ = 0, or tan θ = −α/κ = −k₁/n₁. Hence

κd + δ = mπ − arctan(k₁/n₁).

To first order in w, absorption moves every extremum by the same amount, partly through the arctangent and partly through the phase δ, which depends on k₁ and k₂, and this shift cancels in the distance between two of them. Like extrema differ by 2 in m, and their distance is 2π/κ = λ/(2n₁) = Λ.

The terms left out do change the spacing a little. The second-order part of R has the form exp(−2αd)g(θ), with g of period 2π. Call the first-order oscillation f. It satisfies f″ + 2αf′ + (α² + κ²)f = 0, so at its extrema, where f′ = 0, f″ = −(α² + κ²)f, which is of size exp(−αd). The slope added by the second-order part is of size exp(−2αd). It moves the extremum by minus that slope divided by f″, hence by an amount proportional to exp(−αd). From one like extremum to the next thicker one this displacement shrinks by q, and so does the error of the spacing. A case with strong contrast tests this: for a film of index 3.0 + 0.3i on a crystal of index 1.5 + 2i, successive spacing errors in a thick film have the ratio 0.5317, against q = 0.5335. For strong contrast and small d the expansion is poor, and the count of one maximum and one minimum per Λ is then not guaranteed by this argument.

If the interface advances at rate v, then d = d₀ − vt, with d₀ the initial thickness. A fringe that lasts a time T consumes Λ, so

v = λ/(2n₁T).

If the rate varies, the integral of v over the fringe equals Λ, and the formula returns the mean rate in that time. The same result can be read as a beat: light reflected from an interface moving at v inside a medium of index n₁ is shifted in frequency by 2n₁v/λ, and it beats at 1/T against light from the surface.

As an example take silicon near 600 °C under a red laser of 633 nm. The indices are 4.8 + 0.5i for the amorphous film and 4.1 + 0.06i for the crystal, the initial thickness is 300 nm and the rate is 1 nm/s. The period is

Λ = 633 nm/(2 × 4.8) = 65.94 nm,

so the film holds 300/65.94 = 4.55 periods. The reflection amplitudes are |r₀₁| = 0.6584 and |r₁₂| = 0.0927. The second is small, which favours the two-beam form. The damping factor per period is q = exp(−2π × 0.5/4.8) = 0.520.

The reflectivity calculated from the wave equation starts at 0.4362, close to the thick-film value 0.6584² = 0.4335. As the interface rises the oscillation grows, because the light crosses less absorbing material. The five maxima lie at 291.59, 225.65, 159.71, 93.77 and 27.82 nm of remaining film, and R there is 0.4373, 0.4408, 0.4476, 0.4605 and 0.4851. Their heights above 0.4335 are 0.0038, 0.0073, 0.0141, 0.0270 and 0.0516. Each is close to 1/0.520 = 1.92 times the one before, as the damping factor requires.

The spacing of like extrema differs from Λ by at most 0.0059 nm, or about 0.01 % of Λ. The first-order formula places all nine extrema to within 0.013 nm. These are errors of the approximation inside this model, not the accuracy of a measurement.

After the last maximum R falls to the bare-crystal value 0.3696 without passing a further minimum. The next extremum would lie about half a period lower, near 27.82 − 32.97 = −5.15 nm, which is not a thickness the film can have. With real indices and n₁ > n₂ > 1 the bare crystal is itself a minimum. Here absorption has moved the extrema, and the curve ends on its way down.

In time, the first two maxima come at 8.41 s and 74.35 s, so T = 65.94 s and

v = 65.94 nm/65.94 s = 1.00 nm/s.

The last fringe gives the same rate to within 0.01 %. Had the crystal index 4.1 been used, the same fringes would have given 1.171 nm/s, which is 17 % above the true rate. The light that carries the phase travels through amorphous material, and its index is the one that counts.

The fringes give the thickness of amorphous material consumed. Amorphous silicon is less dense than the crystal by roughly 1.8 %. If the film cannot spread sideways, conservation of mass makes the crystal gained per fringe 65.94 × (1 − 0.018), or about 64.8 nm. The free surface sinks slightly in the process. This changes the phase of the whole reflected wave and leaves R untouched, because R depends on the remaining thickness d.

Tilting the beam changes the period. At an angle of incidence Θ in air, the wavenumber along the surface is k₀ sin Θ in every layer. In a transparent film the wavenumber across the layer is then k₀(n₁² − sin²Θ)^(1/2), which replaces k₀n₁ in the phase, and

Λ(Θ) = λ/[2(n₁² − sin²Θ)^(1/2)].

With n₁ = 4.8 the period at 10° is longer by 0.066 %. The high index bends the light close to the normal inside the film, so a small tilt matters little.

A thin oxide of fixed thickness on the surface does not alter the period of a transparent film. The fields above the film depend linearly on A and B = wA, so r remains a ratio of two linear functions of w, and d still enters through w alone. In the absorbing example a fixed oxide of 2 nm with index 1.46 leaves the largest spacing error at 0.0059 nm. It lowers the initial reflectivity by 0.00055, about a seventh of the height of the earliest maximum above the thick-film value. If the oxide grows during the anneal, both the mean level of R and the phase of the fringes drift. A slow drift of the level moves an extremum by an amount proportional to the slope of the drift divided by the curvature of the fringe, so a level drift of given slope displaces the weak early extrema more than the strong late ones. The phase drift adds a displacement that builds up as the oxide thickens, so the late extrema can end up displaced more than the early ones. An oxide that grows by oxidation also consumes silicon from the top of the film, roughly 0.44 of its own thickness, so d shrinks faster than the interface moves and the fringes overstate the rate. In the example, 2 nm of oxide grown during the anneal would remove about 0.9 nm of film, against a shift of about 0.1 nm from the phase, so this loss is the larger effect.

A rough interface weakens the fringes. Suppose the local thickness has a Gaussian spread σ about its mean, with slopes gentle enough that each patch reflects as a flat film and scattering can be ignored. The first-order term contains exp(sd) with s = iκ − α, and the Gaussian average multiplies it by exp(s²σ²/2). Since s² = α² − κ² − 2iακ, the size of the fringe is multiplied by

exp[−(κ² − α²)σ²/2],

and its phase moves by −ακσ². For σ = 5 nm the factor is 0.894. This factor compares the two curves at the same mean thickness. The phase shift also moves the extrema by ασ² = 0.25 nm towards thicker film, where the fringe is weaker by exp(−α²σ²), so the height between neighbouring extrema is multiplied by exp[−(κ² + α²)σ²/2] = 0.892. Averaging the full reflectivity over the spread, for two neighbouring extrema between 200 and 300 nm, also gives 0.892. With σ constant the phase shift is constant too, and the first-order spacing stays at Λ. If the roughness grows as the interface advances, the phase drifts and the fringe time no longer gives the rate exactly.

Set beside real anneals, these parameters are rough typical values: undoped (100) silicon regrows at about 1 nm/s near 600 °C, while dopants and other orientations change the rate. The inferred rate rests on the assumption that the hot amorphous index is known and constant. This index depends on temperature and on how the film was made, and a value too high by 0.1 makes the rate too low by about 2 %. Temperature also acts on the rate itself. With v proportional to exp[−E/(k_B T_s)], where k_B is Boltzmann's constant, a rough activation energy E = 2.7 eV and a sample temperature T_s = 873 K, a rise of 1 K speeds regrowth by about 4 %. This shortens the fringe in time but, at fixed index, not in thickness. An uncertainty of a few kelvin can therefore outweigh the optical errors when rates from different furnaces are compared.

The neglect of light from the back of the wafer is sound at this wavelength. The intensity in the crystal decays over λ/(4πk₂) = 633 nm/(4π × 0.06) = 840 nm, far less than a wafer thickness of some hundreds of micrometres. At a wavelength where the crystal is transparent this argument fails, and a polished back surface would add a reflection of its own. The method also needs a single, well-defined interface: if crystallites form inside the film, its index is no longer uniform, and the fringe time loses its simple relation to the advance of the epitaxial front. The full set of computed values is in the numerical output.

Calculated quantities

```
wavelength: 633 nm
amorphous index: 4.80 + 0.50 i
crystal index: 4.10 + 0.06 i
initial thickness: 300 nm; rate: 1.00 nm/s
fringe period in thickness: 65.94 nm
periods in initial film: 4.55
|r01|: 0.6584; |r12|: 0.0927
fringe damping factor per period: 0.520
R of bare crystal: 0.3696
R of very thick amorphous film: 0.4335
R at initial thickness: 0.4362
transparent film (4.8 on 4.1), lowest R: 0.3695
transparent film (4.8 on 4.1), highest R: 0.4870
extrema of the trace: time s, thickness nm, R
  max    8.41  291.59 0.4373
  min   41.38  258.62 0.4281
  max   74.35  225.65 0.4408
  min  107.32  192.68 0.4232
  max  140.29  159.71 0.4476
  min  173.25  126.75 0.4137
  max  206.23   93.77 0.4605
  min  239.18   60.82 0.3952
  max  272.18   27.82 0.4851
first fringe time (max to max): 65.938 s
last fringe time (max to max): 65.943 s
rate from first fringe: 0.99999 nm/s
rate from last fringe: 0.99991 nm/s
rate if crystal index is used: 1.171 nm/s
largest error of first-order positions: 0.013 nm
largest spacing shift, absorption: 0.0059 nm
spacing-error ratio, test film: 0.5317
damping per period, test film: 0.5335
largest spacing shift with 2 nm oxide: 0.0059 nm
change of R at start from 2 nm oxide: -0.0006
fringe factor, 5 nm roughness, averaged: 0.892
fringe factor, 5 nm roughness, formula: 0.894
period change at 10 degrees: 0.066 %
rate error if index is 0.1 too high: 2.04 %
amorphous density deficit: 1.8 %
crystal gained per fringe: 64.75 nm
intensity decay length in crystal: 840 nm
activation energy: 2.7 eV at 873 K
rate change for 1 K: 4.19 %
```
